# Low-density electron gas: the Wigner-Seitz sphere against the phonon lattice

## Problem

A uniform electron gas has density $n = 3/(4\pi r_s^3)$ and a rigid, neutralizing positive background. At low density the electrons localize around lattice sites, and the total energy per electron takes the form

$$e(r_s) = -\frac{A}{r_s} + \frac{c}{r_s^{3/2}} + O(r_s^{-2}) .$$

For the body-centred cubic (bcc) lattice with harmonic phonons, $A = 0.896$ and $c = 1.33$. Find $A$ and $c$ in the Wigner-Seitz sphere model, where each electron moves in its own neutral ball of background of radius $r_s$ and different balls do not interact. Explain why the values differ from those of the lattice. Hartree atomic units are used throughout.

## A tempting solution

The electron sits at the centre of its ball. Its attraction to the background is $-3/(2r_s)$ and the background repels itself with energy $3/(5r_s)$, so $A = 3/2 - 3/5 = 9/10$, close to the lattice value.

For the zero-point energy, note that electrons displaced against a fixed background oscillate at the plasma frequency,

$$\omega_p^2 = 4\pi n = \frac{3}{r_s^3} .$$

An electron can oscillate in three directions, each with zero-point energy $\omega_p/2$. Hence

$$\frac{3}{2}\,\omega_p = \frac{3\sqrt3}{2}\,\frac{1}{r_s^{3/2}}, \qquad c = \frac{3\sqrt 3}{2} .$$

## Where it fails

The static part is right. The fault is the frequency. The plasma frequency belongs to a collective motion: all electrons of a slab move together by $u$ along its normal. This leaves surface charges $\pm nu$ per area, whose field $4\pi n u$ pulls every electron back, so $\omega^2 = 4\pi n$.

In the sphere model one electron moves alone. At distance $r$ from the centre it is pulled back by the background charge inside radius $r$, which is $(r/r_s)^3$. The force is

$$\frac{(r/r_s)^3}{r^2} = \frac{r}{r_s^3} = \frac{4\pi n}{3}\,r .$$

The spring constant is one third of the one assumed, so the frequency, and with it $c$, was too large by a factor $\sqrt3$. The factor $\tfrac13$ comes from the spherical geometry, not from the number of electrons that move: if all electrons inside a larger uniform ball are displaced together, their mutual forces cancel and each feels the same force $\tfrac{4\pi n}{3}r$.

## Correct solution in the sphere model

**Potential.** Outside the ball the electron's potential energy is $-1/r$, which equals $-1/r_s$ at the surface. Moving inward against the force found above,

$$v(r) = -\frac{1}{r_s} - \int_r^{r_s}\frac{s}{r_s^3}\,ds = -\frac1{r_s} - \frac{r_s^2 - r^2}{2r_s^3} = -\frac{3}{2r_s} + \frac{r^2}{2r_s^3}, \qquad r<r_s .$$

**Background self-energy.** The electrostatic potential of the background is $-v(r)$, because the electron has charge $-1$. With a factor $\tfrac12$ against double counting, and $4\pi n = 3/r_s^3$,

$$\frac12\int_0^{r_s} n\,[-v(r)]\,4\pi r^2dr = \frac{3}{2r_s^3}\int_0^{r_s}\left(\frac{3r^2}{2r_s} - \frac{r^4}{2r_s^3}\right)dr = \frac{3}{2r_s^3}\left(\frac{r_s^2}{2} - \frac{r_s^2}{10}\right) = \frac{3}{5r_s} .$$

The electron does not repel itself, so no further term appears. The static energy is

$$-\frac{3}{2r_s} + \frac{3}{5r_s} = -\frac{9}{10\,r_s} .$$

**Zero-point energy.** The term $r^2/(2r_s^3)$ is an isotropic oscillator of unit mass with $\omega^2 = 1/r_s^3$. Its ground-state energy is $\tfrac32\omega = \tfrac32 r_s^{-3/2}$. Therefore

$$e_{\rm sphere}(r_s) = -\frac{0.9}{r_s} + \frac{1.5}{r_s^{3/2}} .$$

**Validity.** The parabola holds inside the ball, so the electron must stay there. In the oscillator ground state $\langle r^2\rangle = 3/(2\omega) = \tfrac32 r_s^{3/2}$, which gives

$$\frac{\sqrt{\langle r^2\rangle}}{r_s} = \sqrt{\tfrac32}\;r_s^{-1/4} .$$

This tends to zero, but slowly. Outside the ball, with $x = r/r_s > 1$, the true potential lies below the continued parabola by

$$\frac1{r_s}\left(\frac{x^2-3}{2} + \frac1x\right) = \frac{(x-1)^2(x+2)}{2x\,r_s} .$$

The oscillator density is proportional to $e^{-\omega r^2}$, which at the surface is $e^{-\sqrt{r_s}}$. To first order, the energy shift from the outer region is this factor times a power-law prefactor, so it vanishes faster than any power of $1/r_s$ and adds no term to the series. A numerical solution with the full ball potential gives effective coefficients $c = 1.4975$ at $r_s = 25$ and $1.49999$ at $r_s = 100$, approaching $1.5$ from below as the sign of the difference requires.

## Comparison with the lattice

**Static energy.** The bcc value is $-0.8959/r_s$, higher than the sphere's by $0.0041/r_s$, or about 0.5% of the lattice value. This is the whole effect of replacing the polyhedral cells that fill space by independent balls. The number $-0.896$ is thus a lattice sum; the sphere model gives $-0.900$.

**One electron moving in the lattice.** Hold all other electrons at their sites and displace one by $\mathbf u$. Near its site the only charge density is the background, so its potential energy obeys $\nabla^2V = 4\pi n$. Inversion symmetry removes the linear term, and cubic symmetry makes the quadratic term isotropic:

$$V = V_0 + \tfrac12\kappa u^2, \qquad 3\kappa = 4\pi n \;\Rightarrow\; \kappa = \frac1{r_s^3} .$$

This is the spring constant of the ball. If each electron vibrated independently, the lattice would also have $c = 3/2$. The difference in $c$ must come from the coupling between displacements.

**The coupling.** Expand the repulsion $1/|\mathbf R+\mathbf u-\mathbf u'|$ of two electrons, with $\mathbf R$ the vector between their sites. The second-order term is $\tfrac12(\mathbf u-\mathbf u')\cdot T(\mathbf R)\,(\mathbf u-\mathbf u')$, where

$$T_{ab}(\mathbf R) = \partial_a\partial_b\frac1R = \frac{3R_aR_b - R^2\delta_{ab}}{R^5} .$$

Its parts quadratic in one displacement are already contained in $\kappa$. The mixed part, $-\mathbf u\cdot T\mathbf u'$, is the interaction of two dipoles. For a wave of displacements with wavevector $\mathbf k\neq0$, the squared frequencies are the eigenvalues of

$$D(\mathbf k) = \frac{1}{r_s^3}\,\mathbb 1 - \sum_{\mathbf R\ne0}T(\mathbf R)\cos(\mathbf k\cdot\mathbf R) .$$

(The sum converges slowly and is evaluated by Ewald's method.) Since $\operatorname{tr}T = (3R^2-3R^2)/R^5 = 0$,

$$\sum_{j=1}^3\omega_j^2(\mathbf k) = \frac{3}{r_s^3} = \omega_p^2 \quad\text{for every }\mathbf k\neq0\text{ in the Brillouin zone} .$$

The three modes share one $\omega_p^2$. The tempting solution gave each mode the full amount. In the limit of long waves the longitudinal mode is the slab motion and takes all of $\omega_p^2$; in a stable lattice the two transverse frequencies must then go to zero.

**Why the lattice value is lower.** Write $\lambda_j = r_s^3\omega_j^2$, so that $\sum_j\lambda_j = 3$. There are three modes per electron, each with energy $\omega_j/2$, hence

$$c = \tfrac12\Big\langle\sum_j\sqrt{\lambda_j}\Big\rangle_{\mathbf k},$$

the average being over the Brillouin zone. From $(\sqrt\lambda-1)^2\ge0$ follows $\sqrt\lambda\le(1+\lambda)/2$, so

$$c \le \tfrac12\cdot\frac{3+3}{2} = \frac32 .$$

Equality would need every $\lambda_j = 1$, that is, no coupling. The phonon calculation gives $c = 1.3286$ for bcc, so the sphere's coefficient is 13% too large relative to it. The face-centred cubic lattice gives $1.3333$, so the result depends little on which of these two lattices is taken.

In terms of wave functions, a product of independent Gaussians has $\langle u_a u'_b\rangle = 0$ for different electrons. The dipole coupling then averages to zero and the energy stays at $1.5$. The true harmonic ground state correlates the displacements and gains energy from the coupling.

**Size of the lowering.** Set $r_s = 1$ and $D = \mathbb 1 + X$. Use $\sqrt{1+x}\approx1+\tfrac x2-\tfrac{x^2}8$ for each eigenvalue $x$ of $X$. The linear term vanishes because $\operatorname{tr}X = 0$, and

$$c \approx \frac32 - \frac1{16}\big\langle\operatorname{tr}X^2\big\rangle_{\mathbf k} .$$

The zone average of $\cos(\mathbf k\cdot\mathbf R)\cos(\mathbf k\cdot\mathbf R')$ is $\tfrac12$ for $\mathbf R'=\mathbf R$, $\tfrac12$ for $\mathbf R'=-\mathbf R$, and zero otherwise. As $T(-\mathbf R)=T(\mathbf R)$, this leaves $\langle\operatorname{tr}X^2\rangle = \sum_{\mathbf R\neq0}\operatorname{tr}T(\mathbf R)^2$. The eigenvalues of $T$ are $2/R^3,\,-1/R^3,\,-1/R^3$, so $\operatorname{tr}T^2 = 6/R^6$ and

$$c \approx \frac32 - \frac38\sum_{\mathbf R\ne0}\frac1{R^6} = 1.5 - 0.375\times0.4139 = 1.345 .$$

This is about nine tenths of the full drop from $1.5$ to $1.3286$. The expansion is not one in a small quantity: $x$ reaches $2$ for long longitudinal waves, outside the radius of convergence $|x|<1$, so the series does not converge. The next term, $+\tfrac1{32}\langle\operatorname{tr}X^3\rangle_{\mathbf k}$, raises the value to about $1.40$. The second-order result shows the sign and rough size of the lowering, and its closeness to $1.3286$ is partly accidental.

## Total energy or correlation energy

The series above is for the total energy. For density functionals one needs the correlation energy, which is the total minus the kinetic energy of non-interacting electrons, $1.105/r_s^2$, and minus the exchange energy, $-0.4582/r_s$ (both for the unpolarized gas). The first is of higher order in $1/r_s$ than the terms kept. The second changes the leading coefficient to

$$-0.8959 + 0.4582 = -0.4377$$

for bcc ($-0.4378$ without intermediate rounding), and to $-0.4418$ for the sphere. The coefficient $c$ is the same in both energies.

## Numbers at $r_s = 100$

Here $r_s^{3/2} = 1000$. In millihartree,

$$\text{sphere: } -9.00 + 1.50 = -7.50, \qquad \text{bcc: } -8.96 + 1.33 = -7.63 ,$$

or $-0.204$ eV and $-0.208$ eV. The lattice loses $0.04$ mHa in the static term and gains $0.17$ mHa in the zero-point term, so the two errors of the sphere model partly cancel.

The lattice figure omits anharmonic terms. Displacements scale as $u\sim r_s^{3/4}$. A quartic term $u^4/r_s^5$ is then of order $r_s^{-2}$. A cubic term $u^3/r_s^4\sim r_s^{-7/4}$ acts in second order, divided by a level spacing $r_s^{-3/2}$, and is also of order $r_s^{-2}$. At $r_s=100$ this unit is $0.1$ mHa, and its coefficient is not computed here, so the last digit of the bcc figure $-7.63$ mHa is not fixed by the two terms kept. The rms displacement in the sphere is still $0.39\,r_s$. In the harmonic lattice $\langle u^2\rangle = \tfrac12\langle\sum_j 1/\omega_j\rangle_{\mathbf k}$ is larger, because $\sum_j\lambda_j = 3$ implies $\sum_j\lambda_j^{-1/2}\ge3$. For bcc it gives $0.49\,r_s$, or $0.28$ of the nearest-neighbour distance, so the harmonic lattice is a limiting description. The density $r_s = 100$ lies close to melting. The Perdew-Wang parametrization of the fluid gives $-7.66$ mHa (unpolarized) and $-7.67$ mHa (polarized), below the two-term bcc figure, so these two terms cannot decide which phase is stable here. At higher density the fluid is the ground state and the series does not describe it, because the electrons no longer localize.

The numerical check checks the sphere's potential and levels, the lattice sums and the phonon frequencies by independent routes.

## Calculated quantities

```
Coefficients: of 1/rs in Ha bohr, of rs^-3/2 in Ha bohr^1.5
ball: electron at centre, 1/rs        -1.5000
ball: background self-energy, 1/rs    0.6000
ball: static total, 1/rs              -0.9000
ball: solved c at rs =  25 bohr       1.49748
ball: solved c at rs = 100 bohr       1.49999
ball: solved c at rs = 400 bohr       1.50000
bcc: static energy, 1/rs              -0.895929
fcc: static energy, 1/rs              -0.895874
bcc minus ball, static, 1/rs          0.0041
bcc on-site curvature (units rs^-3), 100, 110, 111: 0.9998 1.0000 1.0001
frozen-phonon largest error (rs^-3)   2.5e-05
bcc: phonon c, 10^3 k-points          1.3288
bcc: phonon c, 16^3 k-points          1.3286
fcc: phonon c, 16^3 k-points          1.3333
ball c over bcc c (no unit)           1.129
bcc: sum of (R/rs)^-6 (no unit)       0.4139
bcc: mean tr(D-1)^2 (units rs^-6)     2.4831
bcc: six times the R^-6 sum           2.4832
bcc: c to second order in dipoles     1.3448
exchange, 1/rs                        -0.4582
correlation, bcc, 1/rs                -0.4378
correlation, ball, 1/rs               -0.4418
free kinetic energy, rs^-2, Ha bohr^2 1.1050
Example: rs = 100 bohr
ball: static -9.0000 mHa, zero-point 1.5000 mHa
ball: sum -7.5000 mHa = -0.2041 eV
bcc: static -8.9593 mHa, zero-point 1.3286 mHa
bcc: sum -7.6306 mHa = -0.2076 eV
ball: solved total energy -7.5000 mHa
ball: solved rms displacement / rs 0.3873
ball: formula rms displacement / rs 0.3873
```
